# Mean Free Path Between Recoils Above Threshold for a Power Cross Section

## A case that can be seen through

An ion of kinetic energy $E$ passes through a material with $N$ atoms per unit volume, all at rest and placed at random. Let the cross section for giving an atom a recoil energy between $T$ and $T+dT$ be

$$d\sigma=\frac{C}{E}\,\frac{dT}{T^2},\qquad 0<T\le\gamma E ,$$

where $\gamma E$ is the largest energy that one collision can transfer. We want the mean distance between recoils with $T>E_d$; call them hard recoils. Their cross section is the integral from $E_d$ to $\gamma E$:

$$\sigma_d=\frac{C}{E}\int_{E_d}^{\gamma E}\frac{dT}{T^2}=\frac{C}{E}\left(\frac1{E_d}-\frac1{\gamma E}\right).$$

A path of length $x$ meets on average $N\sigma_d x$ such events, so there is one per length

$$\lambda=\frac{1}{N\sigma_d}=\frac{E}{NC}\,\frac{1}{1/E_d-1/(\gamma E)} .$$

Two effects compete. The prefactor $E$ says that a fast ion is deflected less and makes fewer hard recoils. The bracket says that an ion barely able to transfer $E_d$ also makes few. The path is therefore long at both ends of the energy scale and has a minimum between them. The general power law keeps this structure.

## Cross section and conventions

The general cross section is

$$d\sigma=C\,E^{-m}\,T^{-1-m}\,dT,\qquad 0<T\le\gamma E,\quad m>0, \tag{1}$$

and zero for $T>\gamma E$. The opening case is $m=1$. The algebra uses atomic units. Since $d\sigma$ is an area, $C$ has the dimension length² energy$^{2m}$, and its numerical value changes with $m$ as well as with the units. With the bohr $a_0$ and the hartree $E_h$, a value in atomic units is converted by the factor $a_0^2E_h^{2m}$.

The limit $\gamma E$ follows from elastic kinematics. Let the ion have mass $M_1$ and speed $v$, and the atom mass $M_2$. The centre of mass moves at $V=M_1v/(M_1+M_2)$. In its frame the atom has speed $V$ before and after the collision, and its velocity turns by the scattering angle $\theta$. The change of velocity has magnitude $2V\sin(\theta/2)$. The atom was at rest in the laboratory, so this is its recoil speed, and

$$T=\tfrac12M_2\,4V^2\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}. \tag{2}$$

## The mean free path

For $\gamma E>E_d$, integrate (1). The antiderivative of $T^{-1-m}$ is $-T^{-m}/m$, so

$$\sigma_d=CE^{-m}\left[-\frac{T^{-m}}{m}\right]_{E_d}^{\gamma E}=\frac{C E^{-m}}{m}\left[E_d^{-m}-(\gamma E)^{-m}\right]. \tag{3}$$

The total cross section would diverge at $T\to0$, but the threshold excludes that region.

Now let $P(x)$ be the probability that no hard recoil has occurred in a path $x$. Atoms in successive thin slabs are independent, and a slab of thickness $dx$ gives a hard recoil with probability $N\sigma_d\,dx$. Hence

$$P(x+dx)=P(x)\,(1-N\sigma_d\,dx)\;\Rightarrow\;\frac{dP}{dx}=-N\sigma_dP .$$

With $E$ held fixed and $P(0)=1$, the solution is $P=e^{-N\sigma_dx}$. The probability density of the free path is $-dP/dx$. Integration by parts gives

$$\langle x\rangle=\int_0^\infty x\left(-\frac{dP}{dx}\right)dx=\int_0^\infty P\,dx=\frac1{N\sigma_d},$$

because $xP$ vanishes at both ends. Inserting (3),

$$\boxed{\;\lambda(E)=\frac{m\,E^m}{NC\left[E_d^{-m}-(\gamma E)^{-m}\right]},\qquad \gamma E>E_d\;} \tag{4}$$

For $\gamma E\le E_d$ there are no hard recoils and $\lambda$ is infinite.

The same integration by parts gives $\langle x^2\rangle=2\int_0^\infty xP\,dx=2\lambda^2$. The variance is $2\lambda^2-\lambda^2=\lambda^2$, so the standard deviation equals the mean. A single gap is thus a poor measure of $\lambda$. The distance is measured along the ion's path; it is a depth only if the path runs straight along the surface normal.

Equation (4) is local in energy. After a hard recoil $T$ the ion has energy $E-T$, apart from the losses between hard recoils, treated below, and the next gap is governed by $\lambda(E-T)$.

If the material contains several kinds of atom $j$, the probabilities of hard events in a thin slab add, so $1/\lambda=\sum_jN_j\sigma_{d,j}$. Each term has its own $C_j$, $\gamma_j$ and threshold, and is zero when $\gamma_jE$ is below that threshold.

## Limits

Define

$$q=\left(\frac{E_d}{\gamma E}\right)^m,\qquad \lambda=\frac{m(EE_d)^m}{NC(1-q)}. \tag{5}$$

The second form follows by taking $E_d^{-m}$ out of the bracket in (4).

**High energy.** For $q\ll1$, $\lambda\approx m(EE_d)^m/(NC)$. The neglected factor is $1/(1-q)=1+q+\dots$. With small $m$, $q$ falls slowly, so a large ratio $\gamma E/E_d$ does not by itself justify dropping it.

**Small exponent.** As $m\to0$ at fixed energies and fixed $C$, $q=e^{-m\ln(\gamma E/E_d)}=1-m\ln(\gamma E/E_d)+O(m^2)$. The factor $m$ cancels in (5), and $(EE_d)^m\to1$:

$$\lambda\to\frac{1}{NC\ln(\gamma E/E_d)} .$$

**Near threshold.** Put $\gamma E=E_d+\delta$ with $\delta\ll E_d$. Then $(\gamma E)^{-m}\approx E_d^{-m}(1-m\delta/E_d)$, the bracket in (4) is $m\delta E_d^{-m-1}$, and

$$\lambda\approx\frac{E_d^{1+m}E^m}{NC(\gamma E-E_d)} .$$

The path diverges because the interval of allowed hard transfers closes.

## Sensitivity and the shortest path

Take the logarithm of (4) and differentiate with respect to $\ln E$. The term $m\ln E$ gives $m$. The bracket has derivative $+m(\gamma E)^{-m}$ and enters with a minus sign. Dividing numerator and denominator by $E_d^{-m}$,

$$\frac{\partial\ln\lambda}{\partial\ln E}=m-\frac{mq}{1-q}=\frac{m(1-2q)}{1-q}. \tag{6}$$

With respect to $\ln E_d$ the bracket has derivative $-mE_d^{-m}$, so

$$\frac{\partial\ln\lambda}{\partial\ln E_d}=\frac{m}{1-q}. \tag{7}$$

As $E$ rises, $q$ falls from 1 towards 0. The slope (6) is negative for $q>1/2$ and positive for $q<1/2$, so the one minimum lies at $q=1/2$:

$$E_*=\frac{2^{1/m}E_d}{\gamma},\qquad \lambda_{\min}=\frac{m(E_*E_d)^m}{NC/2}=\frac{4mE_d^{2m}}{NC\gamma^m}. \tag{8}$$

The last step uses $E_*^m=2E_d^m/\gamma^m$. For $m=1$ this is the minimum of the opening case, at $\gamma E=2E_d$.

## Where $C$ and $m$ come from

Suppose ion and atom repel with $V(r)=A/r^s$. At large impact parameter $p$ the relative motion is nearly straight, $r^2=p^2+z^2$ with $z=vt$. The force is $sA/r^{s+1}$ and its transverse part carries a factor $p/r$. The transverse momentum is therefore

$$\Delta P=\frac{sAp}{v}\int_{-\infty}^{\infty}\frac{dz}{(p^2+z^2)^{(s+2)/2}} .$$

With $z=p\tan\alpha$ the integral becomes

$$p^{-s-1}\int_{-\pi/2}^{\pi/2}\cos^s\alpha\,d\alpha=p^{-s-1}\,\frac{\sqrt\pi\,\Gamma(\frac{s+1}2)}{\Gamma(\frac s2+1)} .$$

Use $\Gamma(\frac s2+1)=\frac s2\Gamma(\frac s2)$ and divide $\Delta P$ by $\mu v$, where $\mu=M_1M_2/(M_1+M_2)$:

$$\theta=\frac{A g_s}{E_c\,p^s},\quad g_s=\frac{\sqrt\pi\,\Gamma(\frac{s+1}2)}{\Gamma(\frac s2)},\quad E_c=\frac{\mu v^2}2=\frac{M_2E}{M_1+M_2}. \tag{9}$$

For small angles (2) gives $T=\gamma E\theta^2/4$. Since $\gamma(M_1+M_2)^2/(4M_2^2)=M_1/M_2$,

$$T=\frac{M_1}{M_2}\,\frac{(Ag_s)^2}{E\,p^{2s}} .$$

Smaller $p$ means larger $T$, so the area for transfers above $T$ is

$$\pi p^2=\pi\left[\frac{M_1}{M_2}\frac{(Ag_s)^2}{ET}\right]^{1/s}. \tag{10}$$

Without an upper cut, (1) gives $(C/m)(ET)^{-m}$ for the same area. Comparison yields

$$m=\frac1s,\qquad C=\pi m\left(\frac{M_1}{M_2}\right)^m(Ag_s)^{2m}. \tag{11}$$

The cut at $\gamma E$ is an addition to this small-angle result. It discards a central disc in which (10) would give $T>\gamma E$, a fraction $q$ of the area for $T>E_d$. Real close collisions do not disappear: a head-on collision transfers $\gamma E$. How much the cut errs depends on $s$. For the Coulomb case $s=1$ the exact orbit obeys $\tan(\theta/2)=A/(2E_cp)$, so $\pi p^2=(C/E)\,[1/T-1/(\gamma E)]$, and the cut law (3) is exact. For $s=2$ it stays within a few per cent of exact orbits. For steeper potentials such as $s=4$ it makes $\lambda$ too long, by an amount that has to be found from real orbits.

## Energy loss within one path

Between hard recoils the ion loses energy to electrons and to recoils below threshold. Hard recoils must not be included, since each ends the path. The soft nuclear loss per length is, for $m<1$,

$$N\int_0^{E_d}T\,d\sigma=\frac{NC\,E^{-m}E_d^{1-m}}{1-m}. \tag{12}$$

For $m\ge1$ the integral diverges at small $T$, and screening has to be put in.

Let $L$ be the total loss per length between hard recoils, taken as constant over one gap, and $\lambda'=d\lambda/dE$. To first order in $L$,

$$\frac1{\lambda(E-Lx)}\approx\frac1\lambda+\frac{\lambda'Lx}{\lambda^2},\qquad P(x)\approx e^{-x/\lambda}\left(1-\frac{\lambda'Lx^2}{2\lambda^2}\right).$$

Integrating $P$ with $\int_0^\infty x^2e^{-x/\lambda}dx=2\lambda^3$ gives

$$\langle x\rangle\approx\lambda(1-\lambda'L)=\lambda\left[1-\frac{\partial\ln\lambda}{\partial\ln E}\,\frac{L\lambda}{E}\right]. \tag{13}$$

When $\lambda$ grows with energy, slowing down shortens the mean path. The expansion requires $L\lambda\ll E$ and an energy not close to threshold, where $\lambda$ varies rapidly.

## Use in a simulation

Compute $1-q$ as $-\mathrm{expm1}[-m\ln(\gamma E/E_d)]$, where $\mathrm{expm1}(y)=e^y-1$ is evaluated without cancellation. This keeps (5) accurate for small $m$.

For a uniform random number $u$ in $(0,1)$, setting $P(x)=u$ gives the gap $x=-\lambda\ln u$. The recoil energy needs a second, independent number $w$. The fraction of hard recoils below $T$ is

$$w=\frac{E_d^{-m}-T^{-m}}{E_d^{-m}-(\gamma E)^{-m}}\;\Rightarrow\;T=E_d\,[1-w(1-q)]^{-1/m}.$$

The ends are right: $w=0$ gives $E_d$, and $w=1$ gives $E_dq^{-1/m}=\gamma E$. After each event, reduce $E$ by $T$ and by the loss along the gap, then recompute $\lambda$. Stop producing hard recoils when $\gamma E\le E_d$.

## Example: ytterbium into yttrium

Take 100 keV Yb ions ($Z_1=70$, 173 u) in yttrium metal ($Z_2=39$, 88.9 u), with $E_d=30$ eV. An assumed density of 4.47 g/cm³, divided by the atomic mass, gives $N=30.28$ nm⁻³. Equation (2) gives

$$\gamma=\frac{4(173)(88.9)}{(261.9)^2}=0.897,\qquad \gamma E=89\,689\ \text{eV}.$$

The interaction is modelled by the Ziegler–Biersack–Littmark universal potential, $V=Z_1Z_2\phi(r/a)/r$ in atomic units, with $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$, here 0.00941 nm, and

$$\begin{aligned}\phi(x)={}&0.1818e^{-3.2x}+0.5099e^{-0.9423x}\\&+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.\end{aligned}$$

We choose $s=4$, hence $m=1/4$, because its tangent radius will turn out to lie close to the impact parameter of the threshold collision. The choice matters: the tangent laws with $s=3$ and $s=5$ would give $\lambda=1.39$ and 1.54 nm from (4). Numerical root finding places the radius where $-d\ln V/d\ln r=4$ at 0.0854 nm. The power law that touches $V$ there has $A=Vr^4=0.02902$ eV nm⁴. With $g_4=3\pi/4=2.356$, (11) gives

$$C=\frac\pi4\left(\frac{173}{88.9}\right)^{1/4}\sqrt{0.02902\times2.356}=0.2426\ \text{nm}^2\,\text{eV}^{1/2}.$$

Then $q=(30/89\,689)^{1/4}=0.135$, and

$$\sigma_d=\frac{4(0.2426)}{(10^5\times30)^{1/4}}(1-0.135)=0.0202\ \text{nm}^2,$$

$$\lambda=\frac1{30.28\times0.02016}=1.64\ \text{nm}=16.4\ \text{angstrom}=31.0\ \text{bohr}.$$

**The power law against orbits.** The classical deflection integral for the full universal potential was evaluated by Gauss–Legendre quadrature, and the impact parameter giving $T=E_d$ was found by root finding. It is 0.0859 nm, close to the tangent radius. All closer collisions are hard, so $\sigma_d=\pi p^2=0.0232$ nm² and $\lambda=1.43$ nm. Formula (4) is 15 % longer, relative to the orbits. Dropping the cut gives 1.42 nm, so at this energy nearly all the difference comes from the discarded disc.

With $A$, $m$ and $E_d$ held fixed, lower energies give:

| $E$ (keV) | $\lambda$ from (4) (nm) | orbits (nm) | difference |
|---|---|---|---|
| 30 | 1.28 | 1.06 | +21 % |
| 10 | 1.05 | 0.84 | +25 % |
| 0.535 | 0.77 | 0.55 | +40 % |

The last row is the model's minimum (8). There $q=1/2$, so dropping the cut halves 0.77 nm to 0.38 nm, which is now too short. Removing the cut is thus no general cure. At $E_*$ the threshold transfer has $\sin^2(\theta/2)=2^{-4}$, or $\theta\approx29^\circ$, which strains the small-angle formula. The power law itself is also off there: the threshold orbit turns at about 0.15 nm, where $A/r^4$ exceeds the universal potential by about 40 %. Exact orbits in $A/r^4$ give 0.50 nm, and the universal-potential orbits have their own minimum, 0.54 nm, near 355 eV. The path is also only about two atomic spacings ($N^{-1/3}=0.32$ nm), which strains the picture of independent collisions. The value of $\lambda_{\min}$ is a property of the model and not a prediction for the metal.

**Energy loss.** The Lindhard–Scharff estimate of electronic loss, in atomic units, is

$$L_e=\frac{8\pi N Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\sqrt{\frac{2E}{M_1}},$$

which gives 323 eV/nm. Equation (12) adds 7 eV/nm. Over one $\lambda$ the ion loses about 540 eV. The slope (6) is 0.211, so (13) changes the mean path by $-0.211\times540/10^5$, or $-0.11$ %. Treating $E$ as fixed over one gap is well justified here.

**Threshold.** With all else fixed, $\lambda$ is 1.46 nm for $E_d=20$ eV and 1.78 nm for 40 eV. A real threshold depends on the recoil direction, and the single sharp value stands for an average. If the spread of thresholds is taken as independent of $T$ and lies below $\gamma E$, (3) shows that the quantity to average is $E_d^{-m}$, not $E_d$ itself.

**The real case.** The density and threshold are assumed inputs. The largest model error sized here is that of the cut power law; replacing it by orbits moves the result from 1.64 to 1.43 nm. The universal potential is itself an approximation, so the second number is a better reference and not an exact one: orbits in the Kr–C and Molière potentials, both with the Firsov screening length, give 1.56 and 1.32 nm, a shift of about 9 % either way. A real metal is also crystalline. For an assumed row spacing of 0.365 nm, Lindhard's low-energy estimate of the channelling angle, $[\sqrt3\,a\psi_1/(\sqrt2\,d)]^{1/2}$ with $\psi_1=\sqrt{2Z_1Z_2/(Ed)}$ and $d$ the row spacing, is about 7°. This is a limit for being steered by the row, not for avoiding hard recoils: near 7° a steered ion still passes the row's atoms closely enough to transfer far more than $E_d$. Only at clearly smaller angles do the recoils from the row fall below threshold. Equation (4) assumes atoms placed at random and should not be used for a steered beam; the change in $\lambda$ is not estimated here. Yttrium oxidises in air, and an oxide layer needs the sum over atom species.

Two other approximations are mild. The diffraction angle $1/(kp)$, with $k=\mu v$ the relative wave number and $p$ the orbit value above, is about 0.001 of the deflection that gives $T=E_d$, which supports classical orbits. At 300 K the thermal energy $k_BT$ (here $T$ is the temperature) is about 0.0009 of $E_d$. An atom that already moves with velocity $\mathbf u$ and receives the momentum $\mathbf K$ gains the extra energy $\mathbf u\cdot\mathbf K$, which can be several per cent of $E_d$ but averages to zero over the directions of $\mathbf u$. For the mean path, treating the atoms as initially at rest is therefore reasonable.

Finally, $\lambda$ counts primary recoils made by the ion. A recoil far above threshold can displace further atoms, so $1/\lambda$ is not the total number of displaced atoms per length.
